# Gamma and Baldereschi-point sampling of a defect level in cubic supercells

## The exercise

A point defect is calculated in a cubic supercell of side $L$ with periodic boundary conditions, so the defect is repeated on a simple cubic lattice. It carries one non-degenerate, s-like orbital, which holds up to two electrons. Orbitals in different cells are taken as orthonormal. The on-site energy is $e_0$, and the matrix element between nearest neighbours is $-t$, with $t>0$. Electrons do not interact, and the wanted quantity is the level of the isolated defect, $e_0$.

(a) Find the level when the supercell is sampled at Gamma, $\mathbf k=0$.

(b) Find it at the Baldereschi point, $\mathbf k_B=\frac{\pi}{2L}(1,1,1)$.

(c) Let the hopping reach beyond nearest neighbours. Which neighbour shells still shift the level at $\mathbf k_B$?

(d) The defect has charge $2+$, $+$ or $0$ when the orbital holds zero, one or two electrons. How does each sampling shift the charge transition levels?

(e) How does $t$ depend on $L$, and how large are the shifts for a level 2.5 eV below the conduction edge?

## Hints

1. A Bloch state multiplies the orbital in cell $\mathbf R$ by $e^{i\mathbf k\cdot\mathbf R}$. Write down the six phases of the nearest neighbours.
2. At $\mathbf k_B$, one step along any axis multiplies the phase by $i$, and one step back by $-i$.
3. For a further shell, sum first over the signs of the components of $\mathbf R$. The result is a product of cosines.
4. A transition level is the Fermi energy at which two charge states have equal formation energy.
5. Outside its well, a bound s state is a decaying exponential divided by $r$.

## Solution

### (a) The band and its value at Gamma

Let $h(\mathbf R)$ be the matrix element between the orbital at the origin and the one at $\mathbf R$. Acting with the Hamiltonian on a Bloch state gives

$$E(\mathbf k)=\sum_{\mathbf R}h(\mathbf R)\,e^{i\mathbf k\cdot\mathbf R}.$$

Here $h(0)=e_0$, and $h=-t$ for the six vectors $\pm L\hat x,\ \pm L\hat y,\ \pm L\hat z$. Each opposite pair contributes $-t(e^{ik_jL}+e^{-ik_jL})=-2t\cos k_jL$, so

$$E(\mathbf k)=e_0-2t\,(\cos k_xL+\cos k_yL+\cos k_zL).$$

At Gamma the three cosines are 1, and

$$E(0)=e_0-6t.$$

The shift has magnitude $6t$. With a single cell and $\mathbf k=0$, the orbital is its own neighbour six times, always in phase. If the hopping element were $+t$ instead of $-t$, the shift would be $+6t$.

### (b) The Baldereschi point

At $\mathbf k_B$ every component satisfies $k_jL=\pi/2$. The two neighbours along an axis have phases $i$ and $-i$, which cancel. Hence

$$E(\mathbf k_B)=e_0-2t(0+0+0)=e_0.$$

This is also the average of the band over the Brillouin zone, because each cosine averages to zero. In this model the single point $\mathbf k_B$ therefore removes the dispersion shift completely.

### (c) Further shells

Write $\mathbf R=L(n_1,n_2,n_3)$. For an s-like orbital at a cubic site, $h(\mathbf R)$ does not change when any $n_j$ changes sign. The phases may then be summed over the eight sign choices $s_j=\pm1$:

$$\sum_{s_1,s_2,s_3}e^{i\frac{\pi}{2}(s_1n_1+s_2n_2+s_3n_3)}=\prod_{j=1}^{3}2\cos\frac{n_j\pi}{2}.$$

If some $n_j$ is zero, each vector is counted more than once, but this only multiplies the sum by a constant. The cosine vanishes for odd $n_j$, so **any vector with at least one odd component drops out**. This removes the shells (100), (110) and (111).

The first survivor is (200). Its six vectors each have phase $e^{\pm i\pi}=-1$, so the phase sum is $-6$. Call the matrix elements to the four shells $-t_1,-t_2,-t_3,-t_4$, with $t_1=t$. Up to this shell,

$$E(\mathbf k_B)=h(0)+6t_4,$$

$$E(0)=h(0)-6t_1-12t_2-8t_3-6t_4.$$

The cancellation relies on the orbital being s-like. For p orbitals, the element between $p_x$ and $p_y$ at $L(s_1,s_2,0)$ has the form $s_1s_2g$. Its phase sum is $g(2i\sin\frac{\pi}{2})^2=-4g$, so the (110) shell then survives at $\mathbf k_B$.

### (d) Charge transition levels

Let $E_q$ be the energy of the supercell with the defect in charge state $q$. Apart from a constant common to all charge states, the formation energy is $E_q+qE_F$, where $E_F$ is the Fermi energy. Charges $q+1$ and $q$ have equal formation energy when

$$E_{q+1}+(q+1)E_F=E_q+qE_F\quad\Rightarrow\quad E_F=E_q-E_{q+1}.$$

This is the cost of adding one electron to charge state $q+1$. With one k-point and non-interacting electrons, $n$ electrons in the orbital contribute $nE(\mathbf k)$. Both $(2+/+)$ and $(+/0)$ therefore lie at $E(\mathbf k)$. Gamma sampling moves both by $-6t$; $\mathbf k_B$ moves neither.

The level must be measured from a host band edge, and that edge has to be taken at its own k-point. For a conduction edge at Gamma with effective mass $m^*$, the host band at $\mathbf k_B$ is higher by

$$\frac{\hbar^2k_B^2}{2m^*}=\frac{3\hbar^2}{2m^*}\left(\frac{\pi}{2L}\right)^2.$$

Using that energy as the edge would replace one sampling error by another.

### (e) Dependence on cell size, and numbers

Let each defect be a short-range attractive well $V$ with bound state $\phi$ at energy $E<0$, measured from the conduction edge. Outside the well, $r\phi$ obeys $(r\phi)''=\kappa^2(r\phi)$, so

$$\phi(r)=C\,\frac{e^{-\kappa r}}{r},\qquad \kappa=\frac{\sqrt{2m^*|E|}}{\hbar}.$$

Consider two wells, at 0 and at distance $L$, with states $\phi_0,\phi_L$ and overlap $S$. Since $\phi_L$ solves the problem of its own well, the Hamiltonian acting on it gives $E\phi_L+V_0\phi_L$, and

$$\langle\phi_0|H|\phi_L\rangle=ES+\langle\phi_0|V_0|\phi_L\rangle.$$

Making the orbitals orthogonal subtracts $ES$ to first order in $S$. What remains is $-t=\langle\phi_0|V_0|\phi_L\rangle$. Inside well 0, the tail $\phi_L$ satisfies $\nabla^2\phi_L=\kappa^2\phi_L$. Its average over a sphere of radius $r$ about the centre of well 0 is therefore its central value, $\phi(L)$, times $\sinh(\kappa r)/(\kappa r)$. Because $V_0\phi_0$ is spherical,

$$-t=\phi(L)\int V_0\,\phi_0\,\frac{\sinh\kappa r}{\kappa r}\,d^3r .$$

The integral does not depend on $L$, and it is negative because $V_0<0$. Thus $t>0$ and, to leading order for wells that do not overlap,

$$t\propto\frac{e^{-\kappa L}}{L}.$$

For numbers, take $m^*=0.4$ electron masses, a lattice parameter of 0.42 nm and Gaussian wells $-De^{-r^2/a^2}$ with $a=0.20$ nm. A depth $D$ of 16.2 eV (called V0 in the program) places the isolated level at $-2.5$ eV, and then $\kappa=5.12$ nm$^{-1}$. The periodic lattice of wells was solved in plane waves, with no tight-binding assumption. In the table, the shifts are relative to the isolated well, and $W$ is half the difference between the levels at $\frac{\pi}{L}(1,1,1)$ and at Gamma. In the nearest-neighbour model $W=6t$.

| $L$ (nm) | Gamma shift (meV) | $\mathbf k_B$ shift (meV) | $W$ (meV) |
|---|---|---|---|
| 0.84 | −421 | −13.7 | 397 |
| 1.26 | −33.7 | −0.06 | 31.5 |
| 1.68 | −2.84 | below 0.01 in size | 2.74 |

At $L=1.26$ nm, the Fourier coefficients of the computed band give $t_1=5.230$, $t_2=0.205$, $t_3=0.019$ and $t_4=-0.026$ meV. The band average $h(0)$ lies 0.10 meV above the isolated level. The formula of part (c) then gives a Gamma shift of

$$0.10-6(5.230)-12(0.205)-8(0.019)-6(-0.026)\approx-33.7\ \text{meV},$$

in agreement with the direct value. Nearest neighbours supply $6t_1=31.4$ meV of this and the (110) shell $12t_2=2.5$ meV; the other terms together amount to only about 0.1 meV. As a test, the same coefficients were used at a k-point that had not served to determine them. They gave $-2.501725$ eV, against $-2.501726$ eV from the direct solution. Agreement this close is partly luck of the chosen point: at Gamma, the four shells miss the direct value by about 0.06 meV.

At $L=0.84$ nm the shift at $\mathbf k_B$ is about 3% of that at Gamma, but it is not zero. The coefficients there, obtained from four k-points per axis, are $h(0)-E=1.7$ meV and $t_4=-2.53$ meV, so

$$1.7+6(-2.53)\approx-13.5\ \text{meV},$$

close to the direct $-13.7$ meV. With eight k-points per axis, $h(0)-E$ becomes 1.6 meV, $t_4$ is unchanged and the sum is $-13.6$ meV. The residue thus comes mainly from the (200) shell, as part (c) predicts. The leading-order formula above would give a positive $t_4$, but it was derived for two wells alone, whereas here a third well lies midway between them. It therefore does not fix the sign of $t_4$.

The tail law can be checked between the two larger cells. It predicts a ratio of widths

$$e^{-5.12\times0.42}\times\frac{1.26}{1.68}=0.087,$$

and the computed ratio is also 0.087. With these parameters, one more lattice parameter along each side reduces the Gamma error by roughly a factor of twelve.

### Comparison with a real defect

The parameters are rough values in the regime of an oxygen vacancy in MgO, whose cubic site permits an s-like singlet. The level depth was chosen, not measured. The decay length $1/\kappa\approx0.2$ nm is shorter than the lattice parameter, so an effective-mass description is crude, and the Gamma shifts give only an order of magnitude, not predictions for MgO. At $L=0.84$ nm the Gamma shift runs from $-300$ meV for $a=0.15$ nm to $-619$ meV for $a=0.25$ nm at the same level depth, and with $a=0.20$ nm it drops to $-188$ meV for a level 5 eV deep. The residue at $\mathbf k_B$ is less certain still: at $L=0.84$ nm and the same level depth, wells with $a=0.15$ nm and $a=0.25$ nm give about $-1$ and $-76$ meV. The model well is also short-ranged, whereas a charged vacancy attracts the electron through a Coulomb tail as well. This makes $t$ fall more slowly with $L$ than in part (e).

A real defect also breaks the assumption of independent electrons. With a charge radius of 0.21 nm and a high-frequency dielectric constant of 3, the repulsion between two electrons in the orbital is roughly 2.3 eV. This separates $(+/0)$ from $(2+/+)$, which coincide in the model. Lattice relaxation around a single charge, estimated with a static dielectric constant of 10, is about 0.8 eV. Neither is supplied by a better choice of k-point.

Two errors of the supercell itself also remain. For $L=0.84$ nm and a parabolic host band, the band at $\mathbf k_B$ lies about 1.0 eV above the true conduction edge, so using it as reference would make the level appear about 3.5 eV deep instead of 2.5 eV. A real band flattens away from its edge, which makes this error somewhat smaller. The second error is electrostatic. A periodic point charge $q$ (in units of $e$) in a neutralizing background, screened by the static dielectric constant of 10, has its energy lowered by $q^2\times0.24$ eV in this cell, to leading order. Since $(+/0)$ lies at $E_0-E_+$, it is raised by 0.24 eV. The level $(2+/+)$, at $E_+-E_{2+}$, is raised by $(4-1)\times0.24\approx0.73$ eV. In this model, where the state is drawn from the conduction band alone and $t>0$, the Gamma shift has the opposite sign, so the two errors partly cancel for both levels. A level that mixes strongly with the valence band need not keep this sign. A plausible level from one small cell at Gamma is therefore no evidence that either error is small.

## Variation 1: a dense mesh with Fermi filling

**Question.** The nearest-neighbour band is sampled on a dense mesh and filled from the bottom at zero temperature, with equal spin populations. Where do the transition levels lie?

**Solution.** Let $w(\mathbf k)=E(\mathbf k)-e_0$. Adding $\pi/L$ to each component of $\mathbf k$ reverses every cosine, so values $w$ and $-w$ are equally frequent. One electron per cell then fills the states with $w<0$, in both spins. By the symmetry, the zone average of $w$ restricted to these states is $-\frac12\langle|w|\rangle$. The first electron thus costs

$$e_0+2\left(-\tfrac12\langle|w|\rangle\right)=e_0-\langle|w|\rangle .$$

Two electrons fill the band, and since $\langle w\rangle=0$ they cost $2e_0$. The second electron therefore costs $e_0+\langle|w|\rangle$. Numerically $\langle|w|\rangle=2.005\,t$, so $(2+/+)$ moves down by $2.005\,t$ and $(+/0)$ moves up by the same amount.

A denser mesh does not cure this error, because it converges to the energy of a metallic defect band, which the isolated defect does not have. Occupying all k-points equally replaces $w$ by its average, zero, and restores $e_0$ for both levels. Enlarging the cell also works, since $t$ then vanishes.

## Variation 2: another point with zero nearest-neighbour shift

**Question.** The phases $(k_xL,k_yL,k_zL)=(\pi,\frac{\pi}{2},0)$ also give $E=e_0$ in the nearest-neighbour model. Is this point as good as $\mathbf k_B$?

**Solution.** The cosines are $-1,0,1$, and their sum is indeed zero. For the twelve vectors of the (110) shell, the phase sum is

$$4(\cos k_xL\cos k_yL+\cos k_yL\cos k_zL+\cos k_xL\cos k_zL)=4(0+0-1)=-4 .$$

With matrix element $-t_2$, the shift is $+4t_2$. At $L=1.26$ nm this is $4\times0.205\approx0.82$ meV. The offset of the band average adds 0.10 meV, and the (200) shell, whose phase sum here is $+2$, adds $-2t_4\approx0.05$ meV. The total is about 0.97 meV, compared with $-0.06$ meV at $\mathbf k_B$. The new point is much better than Gamma but worse than $\mathbf k_B$, where the (110) shell cancels as well. The (111) shell cancels at both points.

The numerical output below lists the shifts at Gamma and at $\mathbf k_B$ for all three cell sizes.

## Table of computed values

```
Lattice parameter (rough input): 0.42 nm
Effective mass (rough input): 0.40 electron masses
Static, fast dielectric constants: 10, 3
Well range a: 0.20 nm
Well depth V0, solved for: 16.197 eV
Isolated level from conduction edge: -2.5000 eV
Tail decay constant kappa: 5.123 1/nm
Tight binding, Gamma shift: -6.000 t
Tight binding, Baldereschi shift: 0.000 t
Phase sums for shells 100, 110, 111, 200:
  Gamma: 6 12 8 6
  Baldereschi: 0 0 0 -6
  phases (pi,pi/2,0), shells 100 and 110: 0 -4
Shifts of (2+/+) and (+/0), in units of t:
  Gamma: -6.000, -6.000
  Baldereschi: -0.000, -0.000
  dense mesh, Fermi filling: -2.005, 2.005
Zone average of |E-e0|, Bessel integral: 2.0048 t
Well lattice, L = 0.84 nm:
  Gamma level minus isolated: -421.263 meV
  Baldereschi minus isolated: -13.711 meV
  half of E(R)-E(Gamma): 396.796 meV
  hoppings t to 100, 110, 111, 200: 66.8440 3.5251 0.3482 -2.5342 meV
  6t, nearest neighbours: 401.064 meV
  band average minus isolated: 1.665 meV
Well lattice, L = 1.26 nm:
  Gamma level minus isolated: -33.676 meV
  Baldereschi minus isolated: -0.057 meV
  half of E(R)-E(Gamma): 31.478 meV
  hoppings t to 100, 110, 111, 200: 5.2301 0.2046 0.0185 -0.0256 meV
  6t, nearest neighbours: 31.381 meV
  band average minus isolated: 0.096 meV
Well lattice, L = 1.68 nm:
  Gamma level minus isolated: -2.844 meV
  Baldereschi minus isolated: -0.000 meV
  half of E(R)-E(Gamma): 2.744 meV
Off-mesh level, L = 1.26 nm, direct: -2.501726 eV
Off-mesh level from four hoppings: -2.501725 eV
Width ratio, 4 to 3 cells, computed: 0.0872
Width ratio from exponential tail: 0.0872
Simple cubic Madelung constant: 2.8373
Neglected effects, L = 0.84 nm where L enters:
  image-charge energy for charge 1: 0.243 eV
  host edge wrongly taken at k_B: 0.999 eV
  radius used in the next two estimates: 0.21 nm
  on-site repulsion, rough: 2.29 eV
  lattice relaxation, rough: 0.80 eV
  thermal energy at 300 K: 0.0259 eV
```
